# Thermal Statistics of Nondegenerate Electrons in a Two-Band Kane Dispersion

In a narrow-gap semiconductor the conduction band is parabolic only close to its edge. This problem works out how the bending of the band changes the equilibrium statistics of a dilute electron gas.

**The model.** For each spin there is one s-like state with energy \(0\) at \(\mathbf k=0\), which is the conduction edge, and three p-like states \(p_x,p_y,p_z\) with energy \(-E_g\). The Hamiltonian couples them through \(\langle s|H|p_j\rangle=iPk_j\), with \(P\) real. Spin-orbit splitting, the free-electron kinetic energy and all other bands are left out at first. Energies \(E\) are measured from the conduction edge, \(m\) is the effective mass at that edge, \(k_B\) is Boltzmann's constant and \(k=|\mathbf k|\).

**(a) Find the conduction-band dispersion in terms of \(E_g\) and \(m\). Show that it has the form of a relativistic energy-momentum relation, and identify the limiting speed.**

*Solution.* For a given \(\mathbf k\), form the p state directed along it, \(|p_\parallel\rangle=\sum_j (k_j/k)|p_j\rangle\). Its coupling to the s state is

\[
\langle s|H|p_\parallel\rangle=\sum_j\frac{k_j}{k}\,iPk_j=iPk .
\]

A p state perpendicular to \(\mathbf k\) has coefficients \(c_j\) with \(\sum_j c_jk_j=0\), so it does not couple and stays at \(-E_g\). What remains is a two-state problem, the same in every direction:

\[
\det\begin{pmatrix}-E & iPk\\ -iPk & -E_g-E\end{pmatrix}=E(E+E_g)-P^2k^2=0 .
\]

Near the edge \(E\ll E_g\), and this gives \(E\simeq P^2k^2/E_g\). Since \(m\) is defined by \(E\simeq\hbar^2k^2/2m\) there, \(P^2=\hbar^2E_g/2m\). Dividing the determinant condition by \(E_g\) gives the Kane dispersion

\[
E\left(1+\frac{E}{E_g}\right)=\frac{\hbar^2k^2}{2m}.
\]

To see its relativistic form, add \(E_g^2/4\) to both sides of \(E^2+E_gE=P^2k^2\), which completes the square. With \(\varepsilon=E+E_g/2\), \(p=\hbar k\) and \(u=P/\hbar\),

\[
\varepsilon^2=\left(\frac{E_g}{2}\right)^2+u^2p^2,\qquad u=\sqrt{\frac{E_g}{2m}},\qquad mu^2=\frac{E_g}{2}.
\]

Half the gap plays the part of the rest energy, and \(u\) that of the speed of light. Differentiating \(\varepsilon^2\) with respect to \(p\) gives the group velocity \(v=d\varepsilon/dp=u^2p/\varepsilon\). Because \(\varepsilon>up\), the speed stays below \(u\).

It is convenient to use the dimensionless energy

\[
\gamma=\frac{\varepsilon}{mu^2}=1+\frac{2E}{E_g},\qquad p=mu\sqrt{\gamma^2-1},\qquad v=u\,\frac{\sqrt{\gamma^2-1}}{\gamma}.
\]

Solving the last relation for \(\gamma\) gives \(\gamma=(1-v^2/u^2)^{-1/2}\), the usual Lorentz factor with \(u\) in place of \(c\). The other root of the determinant condition, \(\varepsilon=-\sqrt{(E_g/2)^2+u^2p^2}\), is a valence band and plays the part of the negative-energy states. The p states perpendicular to \(\mathbf k\) form flat bands and have no such counterpart. The crystal still defines a rest frame.

**(b) Let the electrons be nondegenerate, with chemical potential \(\mu\) and temperature \(T\). Find the normalized distribution of \(\gamma\).**

*Solution.* Nondegenerate means \(e^{\mu/k_BT}\ll1\), so that the Fermi function may be replaced by \(e^{(\mu-E)/k_BT}\). Define

\[
x=\frac{E_g}{2k_BT},\qquad\text{so that}\qquad \frac{E}{k_BT}=x(\gamma-1).
\]

With two spin states, the number of electrons per volume between \(k\) and \(k+dk\) is

\[
dn=2\,\frac{4\pi k^2dk}{(2\pi)^3}\,e^{(\mu-E)/k_BT}=\frac{k^2dk}{\pi^2}\,e^{(\mu-E)/k_BT}.
\]

Put \(\kappa=mu/\hbar\). Then \(k=\kappa\sqrt{\gamma^2-1}\) and \(dk=\kappa\gamma\,d\gamma/\sqrt{\gamma^2-1}\), hence \(k^2dk=\kappa^3\gamma\sqrt{\gamma^2-1}\,d\gamma\) and

\[
dn=\frac{\kappa^3}{\pi^2}\,e^{\mu/k_BT}e^{x}\,\gamma\sqrt{\gamma^2-1}\;e^{-x\gamma}\,d\gamma .
\]

The normalization requires the integral of the \(\gamma\)-dependent part from \(1\) to \(\infty\). Set \(\gamma=\cosh t\), \(d\gamma=\sinh t\,dt\):

\[
I(x)=\int_0^\infty(\sinh t\cosh t)\,\bigl(\sinh t\,e^{-x\cosh t}\bigr)\,dt .
\]

The second bracket is the derivative of \(-e^{-x\cosh t}/x\). Integrate by parts. The boundary terms vanish, at \(t=0\) because \(\sinh t=0\) and at infinity because of the exponential. The derivative of \(\sinh t\cosh t\) is \(\cosh^2t+\sinh^2t=\cosh2t\), so

\[
I(x)=\frac1x\int_0^\infty\cosh 2t\;e^{-x\cosh t}dt=\frac{K_2(x)}{x},
\]

where \(K_\nu(x)=\int_0^\infty\cosh\nu t\;e^{-x\cosh t}dt\) is the modified Bessel function of the second kind. The normalized distribution is therefore

\[
f(\gamma)=\frac{x}{K_2(x)}\,\gamma\sqrt{\gamma^2-1}\;e^{-x\gamma},\qquad \gamma\ge1 .
\]

This is the Maxwell-Jüttner law of a relativistic ideal gas, with rest energy \(E_g/2\). The statistics are ordinary Boltzmann statistics; its special form comes entirely from the dispersion.

**(c) Find the density \(n\), and compare it with that of a parabolic band of the same edge mass at the same \(\mu\) and \(T\).**

*Solution.* Integrating \(dn\) gives

\[
n=\frac{\kappa^3}{\pi^2}\,e^{\mu/k_BT}\,\frac{e^xK_2(x)}{x}.
\]

For a given material with fixed \(m\) and \(E_g\), \(\kappa\) is constant and \(1/x\propto T\). Thus \(n\propto e^{\mu/k_BT}\,T\,e^xK_2(x)\).

The parabolic density is \(N_ce^{\mu/k_BT}\) with

\[
N_c=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}.
\]

To extract this factor, use \(\kappa^2=m^2u^2/\hbar^2=mE_g/2\hbar^2=(mk_BT/\hbar^2)\,x\). Then

\[
\frac{\kappa^3}{\pi^2x}=\left(\frac{mk_BT}{\hbar^2}\right)^{3/2}\frac{\sqrt x}{\pi^2}
=N_c\,\frac{(2\pi)^{3/2}}{2\pi^2}\sqrt x=N_c\sqrt{\frac{2x}{\pi}},
\]

and so

\[
n=N_c\,e^{\mu/k_BT}F(x),\qquad F(x)=\sqrt{\frac{2x}{\pi}}\;e^xK_2(x).
\]

**(d) Find the first correction to the parabolic density when \(k_BT\ll E_g\), with a bound on what it omits. Find also the behaviour for \(k_BT\gg E_g\).**

*Solution.* A count of states gives both limits without any knowledge of Bessel asymptotics. The number of states per volume below energy \(E\) is

\[
N(E)=\frac{k^3}{3\pi^2}=\frac{1}{3\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\left[E\left(1+\frac E{E_g}\right)\right]^{3/2}.
\]

Integration by parts, with \(N(0)=0\), gives

\[
n=e^{\mu/k_BT}\int_0^\infty\frac{dN}{dE}\,e^{-E/k_BT}dE=\frac{e^{\mu/k_BT}}{k_BT}\int_0^\infty N(E)\,e^{-E/k_BT}dE .
\]

Now put \(s=E/k_BT\), so that \(E/E_g=s/2x\). The parabolic band corresponds to \(x\to\infty\), where the remaining integral is \(\int_0^\infty s^{3/2}e^{-s}ds=\Gamma(5/2)\). The constants in front are the same for both bands, so the ratio of densities is

\[
F(x)=\frac1{\Gamma(5/2)}\int_0^\infty s^{3/2}\left(1+\frac{s}{2x}\right)^{3/2}e^{-s}ds .
\]

Let \(w=s/2x>0\). The second derivative of \((1+w)^{3/2}\) is \(\tfrac34(1+w)^{-1/2}\), which lies between \(0\) and \(\tfrac34\). Taylor's theorem then gives

\[
1+\tfrac32w<(1+w)^{3/2}<1+\tfrac32w+\tfrac38w^2 .
\]

The integrals needed are \(\Gamma(7/2)/\Gamma(5/2)=\tfrac52\) and \(\Gamma(9/2)/\Gamma(5/2)=\tfrac72\cdot\tfrac52=\tfrac{35}4\). The linear term contributes \(\tfrac32\cdot\tfrac1{2x}\cdot\tfrac52=15/8x\), and the quadratic term \(\tfrac38\cdot\tfrac1{4x^2}\cdot\tfrac{35}4=105/128x^2\). Since \(1/x=2k_BT/E_g\),

\[
F=1+\frac{15}{4}\frac{k_BT}{E_g}+R,\qquad 0<R<\frac{105}{32}\left(\frac{k_BT}{E_g}\right)^2 .
\]

The origin of the factor \(15/4\) can be read from the density of states. To first order in \(E/E_g\), \(dN/dE\) is the parabolic value times \(1+5E/2E_g\). The parabolic thermal average of \(E\) is \(\tfrac32k_BT\), and \(\tfrac52\cdot\tfrac32=\tfrac{15}4\). The band flattens relative to the parabola, states crowd together in energy, and more electrons fit in at the same \(\mu\).

Because \(R>0\), the first-order formula always lies below \(F\). Its error relative to \(F\) is \(-0.7\%\) at \(x=10\), \(-2.2\%\) at \(x=5\) and \(-18\%\) at \(x=1\).

In the opposite limit, \(x\to0\), the term \(s/2x\) dominates the bracket and

\[
F\to\frac{1}{\Gamma(5/2)}\,\frac{\Gamma(4)}{(2x)^{3/2}}=\frac{6}{\tfrac34\sqrt\pi\;2^{3/2}}\,x^{-3/2}=2\sqrt{\frac2\pi}\;x^{-3/2}.
\]

With \(n=N_ce^{\mu/k_BT}F\) and \(\kappa/x=k_BT/\hbar u\), this means \(n\to(2/\pi^2)(k_BT/\hbar u)^3e^{\mu/k_BT}\), the result for a linear band \(E=\hbar uk\). As a statement about a semiconductor in equilibrium this limit is formal. If \(E_g\ll k_BT\), a chemical potential several \(k_BT\) below the conduction edge is also well below the valence edge, and the material then holds a degenerate gas of holes.

**(e) Find the mean energy and the mean speed. How do they differ from the parabolic values?**

*Solution.* Let \(Z=ne^{-\mu/k_BT}=\int (dN/dE)\,e^{-E/k_BT}dE\). With the band held fixed, \(\langle E\rangle=-\partial\ln Z/\partial(1/k_BT)\). From (c), \(Z\propto e^xK_2(x)/x\), and \(1/k_BT=2x/E_g\), so

\[
\langle E\rangle=-\frac{E_g}2\frac{d}{dx}\bigl[x+\ln K_2-\ln x\bigr]=\frac{E_g}{2}\left[-1-\frac{K_2'}{K_2}+\frac1x\right].
\]

The derivative follows from the integral for \(K_2\). Since \(\cosh t\cosh2t=\tfrac12(\cosh3t+\cosh t)\), \(K_2'=-\tfrac12(K_3+K_1)\). Also \(\cosh3t-\cosh t=2\sinh2t\sinh t\), and an integration by parts as in (b) gives \(K_3-K_1=4K_2/x\). Eliminating \(K_3\) gives \(K_2'=-K_1-2K_2/x\), and therefore

\[
\langle E\rangle=\frac{E_g}2\left[\frac{K_1(x)}{K_2(x)}+\frac3x-1\right].
\]

For low temperature it is simpler to write \(Z\propto T^{3/2}F\) and \(\langle E\rangle=k_BT^2\,d\ln Z/dT\). With \(\ln F\simeq15k_BT/4E_g\),

\[
\langle E\rangle=\frac32k_BT+\frac{15}{4}\frac{(k_BT)^2}{E_g}+\dots
\]

For the speed, the factor \(\gamma\) in \(f\) cancels the one in \(v\). With \(\gamma=1+y\),

\[
\langle v\rangle=\frac{ux}{K_2}\int_1^\infty(\gamma^2-1)e^{-x\gamma}d\gamma
=\frac{ux\,e^{-x}}{K_2}\int_0^\infty(y^2+2y)e^{-xy}dy
=\frac{2u(1+x)e^{-x}}{x^2K_2(x)} .
\]

The last step uses \(\int_0^\infty y^2e^{-xy}dy=2/x^3\) and \(\int_0^\infty2ye^{-xy}dy=2/x^2\). Now replace \(e^xK_2\) by \(F\sqrt{\pi/2x}\), and use \(u^2/x=k_BT/m\):

\[
\langle v\rangle=\sqrt{\frac{8k_BT}{\pi m}}\;\frac{1+1/x}{F(x)} .
\]

The square root is the parabolic mean speed. By (d), \(F>1+15/8x>1+1/x\), so in this model the mean speed is below the parabolic value at every temperature. The gas has more energy per electron than \(\tfrac32k_BT\), because \(F\) grows with temperature, yet it moves more slowly. Two effects compete: the lower energy at a given momentum shifts the distribution to larger momenta, but the speed at a given momentum is \(v=p/(m\gamma)\) instead of \(p/m\). The inequality just found shows that the second effect wins.

**(f) Evaluate the results at 300 K for \(E_g=0.35\) eV, \(m=0.024\,m_0\) and \(n=10^{16}\ \mathrm{cm^{-3}}\), where \(m_0\) is the free-electron mass.**

*Solution.* These are rough values in the regime of lightly doped n-type InAs. With \(k_BT=25.85\) meV,

\[
x=\frac{0.35}{2\times0.025852}=6.769,\qquad F=\sqrt{\frac{2\times6.769}{\pi}}\times0.62335=1.294 .
\]

The first correction is \(15\times0.025852/(4\times0.35)=0.277\). The remainder is \(R=0.0170\), below its bound of \(0.0179\). The first-order value \(1.277\) is thus \(1.3\%\) below \(F\).

As an independent test, the density was summed over a three-dimensional mesh of wave vectors, using energies from direct diagonalization of the s-p matrix. This also gives \(F=1.29402\), equal to the Bessel formula in all printed digits. Refining the mesh step from \(0.4\kappa\) to \(0.3\kappa\) changed the sum by \(-1.6\times10^{-5}\) of its value.

With \(N_c=9.33\times10^{16}\ \mathrm{cm^{-3}}\), \(N_cF=1.207\times10^{17}\ \mathrm{cm^{-3}}\) and

\[
\mu=k_BT\ln\frac{n}{N_cF}=25.85\ \mathrm{meV}\times\ln\frac{10^{16}}{1.207\times10^{17}}=-64.4\ \mathrm{meV}.
\]

A parabolic band with the same mass and density would have \(\mu=-57.7\) meV. The difference is \(-k_BT\ln F=-6.7\) meV.

The limiting speed is \(u=1.13\times10^8\) cm/s. The mean speed is \(6.16\times10^7\) cm/s, against \(6.95\times10^7\) cm/s for the parabola, a reduction of \(11\%\). The mean energy is \(45.0\) meV against \(38.8\) meV. The high-energy tail changes more: \(8.1\%\) of the electrons lie above \(0.1\) eV, where the parabolic band would have \(5.2\%\).

**(g) Which assumptions limit these numbers, and by how much?**

*Solution.* Start with the statistics. For \(\mu<0\) the Fermi function can be expanded at every \(E\ge0\):

\[
\frac1{e^{(E-\mu)/k_BT}+1}=\sum_{j=1}^\infty(-1)^{j+1}e^{j\mu/k_BT}e^{-jE/k_BT}.
\]

Each term is a Boltzmann factor at temperature \(T/j\). This replaces \(N_c\) by \(N_c/j^{3/2}\) and \(x\) by \(jx\), so

\[
n=N_c\sum_{j=1}^\infty(-1)^{j+1}\frac{e^{j\mu/k_BT}}{j^{3/2}}F(jx).
\]

The first term is the result of (c). Here \(e^{\mu/k_BT}=0.083\), and the full sum is \(2.5\%\) below the first term at the same \(\mu\). At fixed density, \(\mu\) rises by \(0.7\) meV, about a tenth of the nonparabolic shift. The Boltzmann form fails once \(n\) approaches \(N_cF\), here about \(10^{17}\ \mathrm{cm^{-3}}\).

Real InAs also departs from the band model. Its valence band has a spin-orbit splitting, roughly \(0.39\) eV, comparable with the gap. Including it in the s-p matrix, with gap and edge mass held fixed, changes \(F\) by \(-2.6\%\). Adding the free-electron kinetic energy instead, under the same conditions, changes \(F\) by \(-1.4\%\). The gap itself is an input for the temperature of use: lowering it by \(0.02\) eV at fixed mass raises \(F\) by \(1.5\%\). Each of these is small beside the \(29\%\) by which \(F\) exceeds one. The first two act in the same direction, however: with the spin-orbit splitting and the free-electron term both included, at the original gap and edge mass, \(F\) is \(1.24\) instead of \(1.29\). This value is not necessarily closer to the real material, because remote bands act in the opposite direction. Their main effect is to change the coefficient of \(\hbar^2k^2/2m_0\) in the energy of the s state. If this coefficient is changed from \(+1\) to about \(-4.8\), a rough value for InAs, with gap, splitting and edge mass held fixed, \(F\) returns to about \(1.29\). For the real material, \(F\) from the simple model is therefore uncertain by several hundredths, and these estimates do not settle the sign of the net correction. The density and \(\mu\) also depend on the mass through \(N_c\). If the gap is lowered by the same \(0.02\) eV with \(P\) held fixed instead, \(m\) falls in proportion to the gap and \(N_cF\) falls by \(7\%\), which raises \(\mu\) by \(1.9\) meV at fixed density.

Interactions between the electrons are a separate matter. In linear screening by the electrons alone, against a smooth neutralizing background, the potential of an electron is its bare Coulomb potential times \(e^{-r/\lambda}\), with \(\lambda^2=\epsilon k_BT/e^2n\) and \(\epsilon\) the permittivity. At \(r=0\) the screening cloud therefore contributes an energy \(-e^2/4\pi\epsilon\lambda\). Building up the charge gradually introduces a factor one half, so \(\mu\) shifts by \(-e^2/8\pi\epsilon\lambda\). For a rough relative permittivity of \(15\), \(\lambda=46\) nm and the shift is \(-1.0\) meV. A sphere of radius \(\lambda\) holds only about four electrons, so this is an estimate of size. It is also classical and leaves out exchange. For a parabolic band, exchange to first order lowers \(\mu\) by a further \(ne^2\lambda_T^2/8\pi\epsilon\approx0.4\) meV, where \(\lambda_T=(2\pi\hbar^2/mk_BT)^{1/2}\approx28\) nm is the thermal wavelength.

Thermally generated holes, with a rough mass of \(0.4\,m_0\), amount to \(1\%\) of the electron density. Warping and the random potential of the donors are not included in any of these figures, and remote bands enter only the one rough estimate of \(F\) given above. The numerical output lists the input values used here.

## Computed results

```
INPUTS (rough values, n-type InAs regime)
temperature = 300 K, kT = 25.852 meV
gap = 0.35 eV, edge mass = 0.024 m0
electron density = 1.0e+16 cm^-3
spin-orbit splitting = 0.39 eV
hole mass = 0.4 m0, permittivity = 15
DENSITY
x = gap/(2kT) = 6.7693
exp(x) K2(x) = 0.62335
Nc = 9.3302e+16 cm^-3
F from Bessel formula = 1.29402
F from 3D k sum = 1.29402
relative shift, mesh 0.4 to 0.3 = -1.6e-05
Nc*F = 1.2073e+17 cm^-3
15kT/(4 gap) = 0.27699
remainder R = 0.01703
bound on R = 0.01790
TABLE: x, F, first order, error of first order in %
  1  3.52407  2.87500  -18.418
  2  2.11576  1.93750  -8.425
  5  1.40574  1.37500  -2.187
 10  1.19542  1.18750  -0.663
 20  1.09576  1.09375  -0.184
 50  1.03783  1.03750  -0.031
(F-1)x by quadrature at x=1000: 1.8758
DISTRIBUTION (Kane, then parabolic)
limiting speed u = 1.132e+08 cm/s
mean speed = 6.161e+07, 6.946e+07 cm/s
mean energy = 44.98, 38.78 meV
share above 0.1 eV = 8.13, 5.18 %
chemical potential = -64.40, -57.73 meV
shift -kT ln F = -6.66 meV
NEGLECTED EFFECTS
exp(mu/kT) = 0.0828
Fermi-Dirac: density at same mu -2.48 %
Fermi-Dirac: mu at same density +0.67 meV
finite spin-orbit splitting: F -2.63 %
free-electron kinetic term: F -1.41 %
gap lower by 0.02 eV, same mass: F +1.46 %
thermal holes / electrons = 1.01 %
Debye length = 46.3 nm
Debye-Hueckel shift of mu = -1.04 meV
```
